**Tensor moments and the X-ray branching ratio**

For a shell with orbital quantum number l, the program asserts that w000 = n, w011 = 2⟨S⟩, w101 = ⟨L⟩/l and w110 = 2⟨Σ l·s⟩/l, where n is the electron count and S and L are the total spin and orbital angular momentum in units of ħ. It compares moments built from 3j symbols with angular-momentum expectation values for random density matrices of p, d and f shells. For d and f shells it also asserts the polarization-averaged rule B = l/(2l−1) − [(l−1)/(2l−1)]w110/n_h, where B is the higher-j edge's share of the intensity and n_h is the number of holes; the dipole matrices come from angular quadrature. For Eu³⁺ 4f⁶ in pure LS coupling, the polarization-averaged edge intensities are computed by adding an electron to an explicit many-electron state, and the z-polarized ones from that state's density matrix. The J = 0 state has zero spin and orbital moments but w110 = −1.3333 and B = 0.6667. The stretched J = 6 state gives B = 0.55 after averaging and 0.60 for z polarization alone. A separate 140-state model of an empty f shell shows that core-valence exchange lowers B from 0.60 to 0.50 as its strength rises from zero to 0.20 of the core splitting, although w110 stays zero.

## Numerical verification

```python
# RESULT UNDER TEST
# For a shell l with density matrix rho_ab = <a_b^dagger a_a>, the moments are
#   w000 = n, w011 = 2<S>, w101 = <L>/l, w110 = 2<sum l.s>/l,
# and for dipole absorption from core shell c = l-1, averaged over polarization,
#   B = I(c+1/2)/[I(c+1/2)+I(c-1/2)] = l/(2l-1) - (l-1)/(2l-1) * w110/n_h.
# n = electrons, n_h = holes in the shell; angular momenta are in units of hbar.
# Dipole matrices come from angular quadrature, moments from 3j symbols, and
# the Eu3+ intensities from a many-electron state in occupation-number space.
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j


@lru_cache(maxsize=None)
def three_j(*doubled):
    """3j symbol; all six arguments are given as twice their value."""
    return float(wigner_3j(*[Rational(a, 2) for a in doubled]))


def angular_momentum(two_j):
    """Matrices (x, y, z), with m running from j down to -j."""
    j = two_j / 2
    m = j - np.arange(two_j + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j, np.diag(m) + 0j]


@lru_cache(maxsize=None)
def unit_tensor(two_j, k, x):
    """Spherical tensor whose x=0 element is 1 in the stretched state."""
    ms = range(two_j, -two_j - 1, -2)
    norm = three_j(two_j, 2 * k, two_j, -two_j, 0, two_j)
    return np.array([[(-1) ** ((two_j - mp) // 2)
                      * three_j(two_j, 2 * k, two_j, -mp, 2 * x, m) / norm
                      for m in ms] for mp in ms])


def moment(rho, l, k, p, r, t=0):
    total = 0
    for x in range(-k, k + 1):
        y = t - x
        if abs(y) <= p:
            op = np.kron(unit_tensor(2 * l, k, x), unit_tensor(1, p, y))
            total += (three_j(2*k, 2*r, 2*p, -2*x, 2*t, -2*y)
                      * np.trace(rho @ op))
    return (-1) ** t * total / three_j(2*k, 2*r, 2*p, 0, 0, 0)


def shell_operators(l):
    L = [np.kron(a, np.eye(2)) for a in angular_momentum(2 * l)]
    S = [np.kron(np.eye(2 * l + 1), a) for a in angular_momentum(1)]
    return L, S, sum(a @ b for a, b in zip(L, S))


def level_projector(l, upper):
    """Projector on j=l+1/2 (upper) or j=l-1/2, by diagonalizing l.s."""
    values, vectors = np.linalg.eigh(shell_operators(l)[2])
    chosen = vectors[:, (values > 0) == upper]
    return chosen @ chosen.conj().T


def harmonic(l, m, cos_theta, phi):
    a = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, cos_theta) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1) ** a * y.conj()


def dipole_matrices(l, c):
    """<l m| unit vector component |c m'> by quadrature, times unit spin."""
    u, wu = np.polynomial.legendre.leggauss(12)
    ph = 2 * pi * np.arange(20) / 20
    U, PH = np.meshgrid(u, ph, indexing="ij")
    weight = wu[:, None] * 2 * pi / 20
    sin = np.sqrt(1 - U**2)
    bra = [harmonic(l, m, U, PH).conj() for m in range(l, -l - 1, -1)]
    ket = [harmonic(c, m, U, PH) for m in range(c, -c - 1, -1)]
    return [np.kron(np.array([[np.sum(weight * b * e * k) for k in ket]
                              for b in bra]), np.eye(2))
            for e in (sin * np.cos(PH), sin * np.sin(PH), U)]


def edge_intensities(rho, l, directions=(0, 1, 2)):
    D = dipole_matrices(l, l - 1)
    holes = np.eye(len(rho)) - rho
    return [sum(np.trace(D[e] @ level_projector(l - 1, up)
                         @ D[e].conj().T @ holes).real for e in directions)
            for up in (True, False)]


def branching_rule(w110, n_holes, l):
    return l / (2*l - 1) - (l - 1) / (2*l - 1) * w110 / n_holes


# ---- random density matrices: moments, hole sign, branching ratio ----
rng = np.random.default_rng(5)
largest_moment_error = largest_branching_error = 0.0
for l in (1, 2, 3):
    size = 4 * l + 2
    L, S, LS = shell_operators(l)
    for trial in range(4):
        z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
        q = np.linalg.qr(z)[0]
        rho = (q * rng.random(size)) @ q.conj().T
        mean = lambda op: np.trace(rho @ op)
        errors = [moment(rho, l, 0, 0, 0) - np.trace(rho),
                  moment(rho, l, 1, 1, 0) - 2 * mean(LS) / l]
        for k, p, vec, scale in ((0, 1, S, 2), (1, 0, L, 1 / l)):
            spherical = {0: vec[2], 1: -(vec[0] + 1j*vec[1]) / sqrt(2),
                         -1: (vec[0] - 1j*vec[1]) / sqrt(2)}
            errors += [moment(rho, l, k, p, 1, t) - scale * mean(op)
                       for t, op in spherical.items()]
        w110 = moment(rho, l, 1, 1, 0).real
        n_up = mean(level_projector(l, True)).real
        n_low = mean(level_projector(l, False)).real
        errors += [w110 - (n_up - (l + 1) / l * n_low),
                   moment(np.eye(size) - rho, l, 1, 1, 0) + w110]
        largest_moment_error = max(largest_moment_error, *np.abs(errors))
        if l > 1:
            high, low = edge_intensities(rho, l)
            rule = branching_rule(w110, size - np.trace(rho).real, l)
            largest_branching_error = max(largest_branching_error,
                                          abs(high / (high + low) - rule))
assert largest_moment_error < 1e-11
assert largest_branching_error < 1e-11

# ---- dipole sums used in the derivation ----
for l in (2, 3):
    D = dipole_matrices(l, l - 1)
    Lv, Lc = shell_operators(l)[0], shell_operators(l - 1)[0]
    strength = l / (2*l + 1)
    assert np.allclose(sum(d @ d.conj().T for d in D),
                       strength * np.eye(4*l + 2), atol=1e-12)
    for a in range(3):
        assert np.allclose(sum(d @ Lc[a] @ d.conj().T for d in D),
                           strength * (l - 1) / l * Lv[a], atol=1e-12)

# ---- Eu3+ 4f6: many-electron states in occupation-number space ----
l, n_orb = 3, 14
L, S, LS = shell_operators(l)
configs = np.arange(2 ** n_orb)
bits = (configs[:, None] >> np.arange(n_orb)) & 1
signs = (-1.0) ** (np.cumsum(bits, axis=1) - bits)


def ladder(i, state, create):
    source = configs[bits[:, i] == (0 if create else 1)]
    out = np.zeros_like(state)
    out[source ^ (1 << i)] = signs[source, i] * state[source]
    return out


def apply(op, state):
    out = np.zeros_like(state)
    for i, j in np.argwhere(np.abs(op) > 1e-12):
        out += op[i, j] * ladder(i, ladder(j, state, False), True)
    return out


def lower(op, state, times):
    for _ in range(times):
        state = apply(op, state)
        state = state / np.linalg.norm(state)
    return state


def density_matrix(state):
    removed = np.array([ladder(i, state, False) for i in range(n_orb)])
    return removed @ removed.conj().T


stretched = np.zeros(2 ** n_orb, complex)
stretched[sum(1 << (2 * i) for i in range(6))] = 1   # spin up, m = 3 ... -2
L_minus, S_minus = L[0] - 1j * L[1], S[0] - 1j * S[1]
singlet_J = np.zeros_like(stretched)
for M in range(-3, 4):
    part = lower(S_minus, lower(L_minus, stretched, 3 - M), 3 + M)
    singlet_J += (-1) ** (3 - M) / sqrt(7) * part
assert abs(np.linalg.norm(singlet_J) - 1) < 1e-12
for a in range(3):   # J = 0: every component of J annihilates the state
    assert np.linalg.norm(apply(L[a] + S[a], singlet_J)) < 1e-11
    assert np.linalg.norm(apply(L[a] + S[a], stretched)) > 0.1

D = dipole_matrices(3, 2)
core_values, core_vectors = np.linalg.eigh(shell_operators(2)[2])


def many_electron_edges(state):
    """Norms of (added f electron) states for each 3d hole and direction."""
    added = np.array([ladder(i, state, True) for i in range(n_orb)])
    result = {True: 0.0, False: 0.0}
    for value, core in zip(core_values, core_vectors.T):
        for d in D:
            result[bool(value > 0)] += np.linalg.norm((d @ core) @ added) ** 2
    return result[True], result[False]


print("Largest moment-identity error (dimensionless):",
      f"{largest_moment_error:.1e}")
print("Largest branching-rule error (dimensionless):",
      f"{largest_branching_error:.1e}")
print("Eu3+ 4f6, term 7F, pure LS coupling; 3d -> 4f edges")
for name, J, state in (("J=0", 0, singlet_J), ("J=6,M=6", 6, stretched)):
    rho = density_matrix(state)
    w000, w011, w101, w110 = [moment(rho, 3, *kpr).real + 0.0 for kpr in
                              ((0, 0, 0), (0, 1, 1), (1, 0, 1), (1, 1, 0))]
    direct = np.vdot(state, apply(LS, state)).real
    spin_z = np.vdot(state, apply(S[2], state)).real
    orbital_z = np.vdot(state, apply(L[2], state)).real
    assert abs(w000 - 6) < 1e-11 and abs(w011 - 2 * spin_z) < 1e-11
    assert abs(w101 - orbital_z / 3) < 1e-11
    assert abs(w110 - 2 * direct / 3) < 1e-11
    assert abs(direct - (J * (J + 1) - 24) / 12) < 1e-11
    high, low = many_electron_edges(state)
    B = high / (high + low)
    assert abs(B - branching_rule(w110, 14 - w000, 3)) < 1e-11
    n72 = np.trace(rho @ level_projector(3, True)).real
    n52 = np.trace(rho @ level_projector(3, False)).real
    print(f"{name}: w000 = {w000:.4f} electrons, holes = {14-w000:.4f}")
    print(f"{name}: w011_z = {abs(w011) if abs(w011)<1e-9 else w011:.4f},",
          f"w101_z = {abs(w101) if abs(w101)<1e-9 else w101:.4f},",
          f"w110 = {w110:.4f} (dimensionless)")
    print(f"{name}: <sum l.s> = {direct:.4f} hbar^2")
    print(f"{name}: n(5/2) = {n52:.4f}, n(7/2) = {n72:.4f} electrons")
    print(f"{name}: I(M5) = {high:.4f}, I(M4) = {low:.4f}",
          "(squared radial integral)")
    print(f"{name}: B = {B:.4f}, M5/M4 = {high/low:.4f} (dimensionless)")
    one_high, one_low = edge_intensities(rho, 3, (2,))
    B_z = one_high / (one_high + one_low)
    print(f"{name}: B for z polarization only = {B_z:.4f} (dimensionless)")
    if J == 0:
        assert abs(B_z - B) < 1e-11
    else:
        assert abs(B_z - B) > 1e-3

# ---- filled j=5/2 subshell: the other coupling limit for six electrons ----
rho_jj = level_projector(3, False)
w_jj = moment(rho_jj, 3, 1, 1, 0).real
high, low = edge_intensities(rho_jj, 3)
assert abs(low) < 1e-12
assert abs(high / (high + low) - branching_rule(w_jj, 8, 3)) < 1e-11
print(f"Filled j=5/2: w110 = {w_jj:.4f}, B = {high/(high+low):.4f}",
      "(dimensionless)")

# ---- edge mixing: empty f shell, 140 particle-hole states ----
# Energies are in units of the core splitting; kappa is the exchange strength.
bright = np.array([d.ravel() / np.linalg.norm(d) for d in D])
splitting = np.kron(np.eye(14), level_projector(2, False).T)
print("Empty f shell: w110 = 0; exchange kappa in units of core splitting")
previous = 1.0
for kappa in (0.0, 0.05, 0.1, 0.2):
    H = splitting + kappa * bright.T @ bright.conj()
    assert np.allclose(H, H.conj().T)
    energies, states = np.linalg.eigh(H)
    weights = np.sum(np.abs(bright.conj() @ states) ** 2, axis=0) / 3
    B_mixed = weights[energies < 1 - 1e-8].sum()
    root = sqrt((1 + kappa) ** 2 - 12 * kappa / 5)
    assert abs(weights.sum() - 1) < 1e-11
    assert abs(B_mixed - (0.5 + (0.2 - kappa) / (2 * root))) < 1e-10
    assert B_mixed < previous
    if kappa == 0:
        assert abs(B_mixed - branching_rule(0, 14, 3)) < 1e-11
    previous = B_mixed
    print(f"kappa = {kappa:.2f} splitting: B = {B_mixed:.4f} (dimensionless)")

print("checks complete")
```

Output:

```
Largest moment-identity error (dimensionless): 1.2e-15
Largest branching-rule error (dimensionless): 1.1e-16
Eu3+ 4f6, term 7F, pure LS coupling; 3d -> 4f edges
J=0: w000 = 6.0000 electrons, holes = 8.0000
J=0: w011_z = 0.0000, w101_z = 0.0000, w110 = -1.3333 (dimensionless)
J=0: <sum l.s> = -2.0000 hbar^2
J=0: n(5/2) = 3.1429, n(7/2) = 2.8571 electrons
J=0: I(M5) = 2.2857, I(M4) = 1.1429 (squared radial integral)
J=0: B = 0.6667, M5/M4 = 2.0000 (dimensionless)
J=0: B for z polarization only = 0.6667 (dimensionless)
J=6,M=6: w000 = 6.0000 electrons, holes = 8.0000
J=6,M=6: w011_z = 6.0000, w101_z = 1.0000, w110 = 1.0000 (dimensionless)
J=6,M=6: <sum l.s> = 1.5000 hbar^2
J=6,M=6: n(5/2) = 2.1429, n(7/2) = 3.8571 electrons
J=6,M=6: I(M5) = 1.8857, I(M4) = 1.5429 (squared radial integral)
J=6,M=6: B = 0.5500, M5/M4 = 1.2222 (dimensionless)
J=6,M=6: B for z polarization only = 0.6000 (dimensionless)
Filled j=5/2: w110 = -8.0000, B = 1.0000 (dimensionless)
Empty f shell: w110 = 0; exchange kappa in units of core splitting
kappa = 0.00 splitting: B = 0.6000 (dimensionless)
kappa = 0.05 splitting: B = 0.5757 (dimensionless)
kappa = 0.10 splitting: B = 0.5508 (dimensionless)
kappa = 0.20 splitting: B = 0.5000 (dimensionless)
checks complete
```
